# The Moleko–Allnatt sum rule for vacancy diffusion in random alloys

## What dimensions and symmetry fix

In a cubic crystal the flux of species $i$ (atoms per area and time) responds linearly to small uniform forces:
$$J_i=\sum_j L_{ij}X_j .$$
Cubic symmetry makes each $L_{ij}$ a scalar, so all fluxes, forces and displacements may be taken along $x$. $X_j$ is the force on an atom of species $j$ minus the force on a vacancy. This difference matters because an exchange moves the atom by $\mathbf d$ and the vacancy by $-\mathbf d$, so the work done is $X_jd_x$.

Let $w_i$ be the rate at which an atom of species $i$ exchanges with a given neighbouring vacancy. Then $L_{ij}/w_i$ has the dimension 1/(energy × length). With $N$ sites per volume, jump length $s$ and thermal energy $kT$, the combination $Ns^2/kT$ has this dimension. For few vacancies the response is proportional to their site fraction $c_v$. Hence
$$\sum_i\frac{L_{ij}}{w_i}=\frac{Ns^2c_v}{kT}\,\Phi_j ,$$
where $\Phi_j$ is dimensionless and could depend on composition and on all ratios of the rates. The sum rule says that the ratios drop out: $\Phi_j=zc_j/6$, with $z$ the number of neighbours and $c_j$ the site fraction of $j$.

## One species, one vacancy

Take a periodic cell of $M$ sites and volume $V=M/N$, with one vacancy and identical atoms.

The driven jump rate is needed to first order in $X$. Detailed balance requires the ratio of the rates of a jump and its reverse to be $e^{Xd_x/kT}$. Assume that all sites are equivalent by translation, which makes every site an inversion centre of the lattice, and that the rate depends on nothing but the jumping atom's species and the force on it. The reverse jump, shifted by a lattice vector, is the inversion image of the original jump, so its rate under $X$ equals the original rate under $-X$. If the forward rate is $w(1+a)$, with $a$ linear in $X$, the reverse is $w(1-a)$. Their ratio is $1+2a=1+Xd_x/kT$, so
$$\text{rate}=w\left(1+\frac{Xd_x}{2kT}\right).$$

For each neighbour vector $\mathbf d$, one atom can jump by $\mathbf d$ into the vacancy. Therefore
$$VJ=w\sum_{\mathbf d}d_x\left(1+\frac{Xd_x}{2kT}\right).$$
The first term vanishes, because $\mathbf d$ and $-\mathbf d$ both occur. Cubic symmetry makes $\sum d_x^2$, $\sum d_y^2$ and $\sum d_z^2$ equal, and they add to $zs^2$, so $\sum d_x^2=zs^2/3$. Thus
$$L=\frac{zs^2w}{6VkT}=\frac{Nc_vzs^2w}{6kT},\qquad c_v=\frac1M .$$

As a check, the vacancy performs an uncorrelated walk with total jump rate $zw$ and diffusion coefficient $D_v=zws^2/6$. The result is $L=Nc_vD_v/kT$, the vacancy density times the vacancy mobility, as it should be.

## Several species, one vacancy

Now let the cell hold $N_i$ atoms of species $i$. The alloy is random in this sense: atoms do not interact, and $w_i$ does not depend on the atoms around the exchanging pair.

An exchange and its reverse then have the same unforced rate. In the uniform distribution over arrangements $C$, the flow into each arrangement equals the flow out of it, so this distribution is stationary. It is the unique stationary one when jumps connect all arrangements, which is assumed.

Let $\sigma_i(C,\mathbf d)=1$ if the atom that can jump by $\mathbf d$ into the vacancy belongs to species $i$, and zero otherwise. The unforced drift of species $i$ in arrangement $C$ is
$$v_i(C)=w_i\sum_{\mathbf d}\sigma_i(C,\mathbf d)\,d_x .$$
A single arrangement generally has non-zero $v_i$: a fast atom on one side and a slow one on the other give a net drift.

The forces distort the probabilities to $p(C)=p_0[1+g(C)]$, with $p_0$ uniform and $g$ of first order. Writing $\langle\cdot\rangle$ for the uniform average,
$$VJ_i=\left\langle(1+g)\,w_i\sum_{\mathbf d}\sigma_i d_x\left(1+\frac{X_id_x}{2kT}\right)\right\rangle .$$
The zeroth-order term is zero, since $\langle\sigma_i\rangle$ is the same for every $\mathbf d$. A given neighbour of the vacancy is one of $M-1$ equivalent sites, so $\langle\sigma_i\rangle=N_i/(M-1)$. To first order,
$$VJ_i=\langle g\,v_i\rangle+\frac{w_i}{2kT}\,\frac{N_i}{M-1}\,\frac{zs^2}{3}\,X_i .$$

The first term contains all the correlation effects, and finding $g$ is a many-body problem. It need not be solved. Each neighbour of the vacancy is some atom, so $\sum_i\sigma_i=1$ and
$$\sum_i\frac{v_i(C)}{w_i}=\sum_{\mathbf d}d_x=0\qquad\text{in every arrangement } C.$$
Divide each flux by its rate and add. The unknown $g$ disappears:
$$V\sum_i\frac{J_i}{w_i}=\frac{zs^2}{6kT}\sum_i\frac{N_i}{M-1}X_i .$$
The forces are independent, so the coefficient of $X_j$ gives
$$\sum_i\frac{L_{ij}}{w_i}=\frac{zs^2}{6VkT}\frac{N_j}{M-1}
=\frac{M}{M-1}\,\frac{Nc_vc_jzs^2}{6kT}.$$
The factor $M/(M-1)$ records that the vacancy cannot be its own neighbour. It tends to one for a large crystal. The identity holds at each cell size, hence also in the limit, provided the $L_{ij}$ have limits.

If all rates equal $w$, multiplication by $w$ gives $\sum_iL_{ij}=Nc_vc_jzs^2w/6kT$. Adding over $j$ and neglecting $c_v$ beside one returns the one-species result, as it must when species are mere labels.

## Several vacancies

Let $n_x^i=1$ if site $x$ holds species $i$, and $n_x=\sum_in_x^i$. A jump from $x$ by $\mathbf d$ requires an atom at $x$ and a vacancy at $x+\mathbf d$, so
$$\sum_i\frac{v_i}{w_i}=\sum_{x,\mathbf d}d_x\,n_x(1-n_{x+\mathbf d})
=\sum_xn_x\sum_{\mathbf d}d_x-\sum_{x,\mathbf d}d_x\,n_xn_{x+\mathbf d}.$$
(The subscript of $n$ is a site; that of $d$ is the Cartesian component.) The first term is zero because $\sum d_x=0$. In the second, rename $x+\mathbf d$ as $x$ and $\mathbf d$ as $-\mathbf d$: the product of occupancies is unchanged and $d_x$ changes sign. The sum equals its own negative and vanishes.

The cancellation thus survives at any vacancy content. What changes is the pair count. For a given $\mathbf d$, the mean number of $j$ atoms that can jump by $\mathbf d$ is
$$P_j=M\,\frac{N_j}{M}\,\frac{N_v}{M-1}=\frac{N_jN_v}{M-1},$$
with $N_v$ vacancies. The previous argument then gives
$$\boxed{\;\sum_i\frac{L_{ij}}{w_i}=Q_j,\qquad Q_j=\frac{zs^2}{6kT}\frac{P_j}{V}\;\longrightarrow\;\frac{Nc_vc_jzs^2}{6kT}\;}$$
where the arrow denotes a large crystal. In $D$ dimensions 6 becomes $2D$. Diluteness makes each $L_{ij}$ proportional to $c_v$ at leading order, but the rule itself does not need it.

The opposite limit, a nearly empty lattice with one species, provides a check. Then $c_v\to1$ and $L\to Nc\,(zs^2w/6)/kT$, the response of independent walking atoms.

A ternary on a periodic $3\times3$ square lattice tests the rule without using the cancellation. All arrangements were enumerated, the stationary state was solved at small finite forces, and $L_{ij}$ was obtained from flux differences. The rates were $1$, $3$ and $0.4$. In terms of $\Lambda_{ij}=VkTL_{ij}/s^2$, the predicted sum is $q_j=P_jz/4=P_j$. With one vacancy and $3,3,2$ atoms, $q_j=3/8,3/8,2/8$. For $j=1$ the driven solution gives
$$\frac{0.28992}{1}+\frac{0.10700}{3}+\frac{0.01976}{0.4}=0.3750 .$$
With two vacancies and $3,2,2$ atoms the sums are $0.75,0.50,0.50$, again equal to $N_jN_v/8$.

## The correlation term itself

The rule fixes a weighted sum of coefficients. To see their symmetry and, for a binary, the sign of $L_{AB}$, solve for $g$. Let $W(C,C')$ be the unforced rate from $C$ to $C'$, and $\Delta R_i(C,C')$ the total $x$ displacement of species $i$ in that jump. The rate is symmetric in its arguments; the displacement is antisymmetric. Put $F(C,C')=\sum_jX_j\Delta R_j(C,C')$. Equality of inflow and outflow reads
$$\sum_{C'}W\left[1+\frac{F(C',C)}{2kT}\right][1+g(C')]
=\sum_{C'}W\left[1+\frac{F(C,C')}{2kT}\right][1+g(C)].$$
The first-order terms, with $F(C',C)=-F(C,C')$, give
$$\sum_{C'}W\,[g(C')-g(C)]=\frac1{kT}\sum_{C'}W\,F(C,C')=\frac1{kT}\sum_jX_jv_j(C).$$
The left side defines the generator $G$ acting on $g$. Since $\langle v_j\rangle=0$ and $G$ is invertible on functions of zero mean,
$$g=-\frac1{kT}\sum_jX_j\,(-G)^{-1}v_j .$$
Inserting this in the flux, with $B_i=\langle\sum_{C'}W\,\Delta R_i^2\rangle=w_iP_izs^2/3$, yields
$$VkT\,L_{ij}=\tfrac12\delta_{ij}B_i-\langle v_i(-G)^{-1}v_j\rangle .$$
Because $W$ is symmetric, so is $G$, and $L_{ij}=L_{ji}$. Dividing by $w_i$ and summing removes the last term and leaves $B_j/2w_j=VkT\,Q_j$: the rule again.

There is an equivalent equilibrium statement. Let $R_i(t)$ be the displacement of species $i$ accumulated without forces, starting from the uniform distribution. Counting the squared jumps and the drift,
$$\frac{d}{dt}\langle R_iR_j\rangle=\delta_{ij}B_i+\langle R_iv_j(C_t)\rangle+\langle R_jv_i(C_t)\rangle .$$
A time-reversed equilibrium path is equally probable and has the opposite displacement. Hence
$$\langle R_iv_j(C_t)\rangle=-\langle R_iv_j(C_0)\rangle=-\int_0^t\langle v_j\,e^{G\tau}v_i\rangle\,d\tau .$$
At long times the integral tends to $\langle v_j(-G)^{-1}v_i\rangle$, so
$$L_{ij}=\frac1{VkT}\lim_{t\to\infty}\frac{\langle R_iR_j\rangle}{2t}.$$
For the combination $\sum_iR_i/w_i$ both drift terms vanish, and its covariance with $R_j$ is $(B_j/w_j)t$ at all times, not merely long ones. The individual covariances have memory; this combination has none.

For the one-vacancy ternary, the displacement covariance was found from the leading eigenvalue of the generator with each jump weighted by an exponential of its displacement. It gives $\Lambda_{12}=0.1070$, as in the driven solution, and $\Lambda_{22}=0.5918$ against $0.5907$. The second pair differs by 0.2% of $\Lambda_{22}$, within the tolerance set for the finite difference in the exponent. The two quantities are equal by the derivation above, and the finite difference has an error of the order of its step squared: halving the step reduces the gap fourfold, from 0.0011 to 0.0003.

## Consequences and two limits for a binary

A symmetric matrix for $n$ species has $n(n+1)/2$ entries. The rule expresses each diagonal entry through off-diagonal ones, leaving $n(n-1)/2$. In a binary $L_{AB}$ is enough:
$$L_{AA}=w_A\left(Q_A-\frac{L_{AB}}{w_B}\right),\qquad
L_{BB}=w_B\left(Q_B-\frac{L_{AB}}{w_A}\right).$$
The cancellation reads $v_B=-(w_B/w_A)v_A$, so
$$VkT\,L_{AB}=\frac{w_B}{w_A}\langle v_A(-G)^{-1}v_A\rangle\ge0 ,$$
as $-G$ has no negative eigenvalues. The diagonal coefficients are mean squares and cannot be negative either. Together,
$$0\le L_{AB}\le\min(w_BQ_A,\;w_AQ_B).$$

Define the collective correlation factors $f_{ij}^{(j)}=L_{ij}/(w_jQ_j)$, with $f_{ii}$ for equal indices. They compare each coefficient with the uncorrelated value for species $j$, and the rule becomes
$$\sum_i\frac{w_j}{w_i}f_{ij}^{(j)}=1 .$$

**One slow species.** Let $w_B/w_A\to0$ at fixed composition. The bound $L_{AB}\le w_BQ_A$ gives
$$f_{BB}=1-\frac{L_{AB}}{w_AQ_B}\ge1-\frac{w_B}{w_A}\frac{Q_A}{Q_B}\to1 .$$
The collective motion of the slow species becomes uncorrelated. No such conclusion follows for the fast one, since $L_{AB}/w_B$ may stay finite.

**Equal rates.** Regard one tagged atom as a species of its own. With $b$ the uncorrelated mean square displacement per atom and time, the rule gives $\langle r_k\sum_lr_l\rangle=bt$. At long times $\langle r_k^2\rangle=f\,bt$, which defines the tracer correlation factor $f$. The remaining $(1-f)bt$ is shared equally by the other $N_a-1$ atoms, where $N_a=N_A+N_B$. Summing over the $N_AN_B$ unlike pairs and dividing by the uncorrelated $N_Abt$ for the first factor and $N_Bbt$ for the second,
$$f_{AB}^{(A)}=\frac{N_B}{N_a-1}(1-f),\qquad f_{AB}^{(B)}=\frac{N_A}{N_a-1}(1-f).$$

## A model fcc binary

Take $z=12$, $s=0.25$ nm, $T=1000$ K, $c_v=10^{-6}$, $w_A=10^8\ \mathrm{s^{-1}}$ and $w_B=5\times10^8\ \mathrm{s^{-1}}$. The correlation factors come from the formula with $(-G)^{-1}$, solved over all 65780 arrangements of a 27-site periodic cell with one vacancy, 21 A and 5 B atoms. In the same cell with two B atoms, that formula was tested against the driven stationary state and agreed.

| $w_B/w_A$ | $f_{AA}$ | $f_{BB}$ | $f_{AB}^{(A)}$ | $f_{AB}^{(B)}$ |
|---|---|---|---|---|
| 0.2 | 0.9551 | 0.9623 | 0.0090 | 0.1886 |
| 1 | 0.9657 | 0.8559 | 0.0343 | 0.1441 |
| 5 | 0.9829 | 0.6411 | 0.0855 | 0.0718 |

These digits belong to the cell; for a large crystal they are only estimates. At equal rates the size error is known: the tracer factor of a large fcc crystal is $f=0.781$, against $0.828$ in this cell, so the off-diagonal factors in the middle row are about a fifth too small. The rule cannot reveal that error, because it holds in every cell.

The middle row checks the equal-rate limit. The two off-diagonal factors give $1-f=0.03431\times25/5=0.1716$ and $0.14411\times25/21=0.1716$, one tracer factor $f=0.828$ for this cell. Down the table $f_{BB}$ falls as B becomes the faster species, while $f_{AA}$ rises towards the value one that the slow-species limit demands.

For the dilute crystal, $N=\sqrt2/s^3=9.051\times10^{28}\ \mathrm{m^{-3}}$ and $kT=1.3807\times10^{-20}$ J. With $c_A=21/26=0.8077$, $c_v$ being negligible,
$$Q_A=\frac{(9.051\times10^{28})(10^{-6})(0.8077)(12)(0.25\times10^{-9})^2}{6\,(1.3807\times10^{-20})}=6.619\times10^{23}\ \mathrm{J^{-1}m^{-1}},$$
and likewise $Q_B=1.576\times10^{23}\ \mathrm{J^{-1}m^{-1}}$. The cell's correlation factors serve here as estimates for the crystal, and the extra digits are kept only to check the rule. In units of $10^{31}\ \mathrm{J^{-1}m^{-1}s^{-1}}$, the last row of the table gives
$$L_{AA}=w_AQ_Af_{AA}=6.505,\quad L_{AB}=w_AQ_Af_{AB}^{(A)}=0.566,\quad L_{BB}=w_BQ_Bf_{BB}=5.051 .$$
The rule for $j=B$ reads
$$\frac{5.657\times10^{30}}{10^8}+\frac{5.051\times10^{31}}{5\times10^8}=(0.566+1.010)\times10^{23}=1.576\times10^{23}\ \mathrm{J^{-1}m^{-1}} .$$
More than a third of this sum comes from the off-diagonal coefficient. Dropping $L_{AB}$ while keeping the rule would raise $L_{BB}$ to $w_BQ_B=7.88\times10^{31}\ \mathrm{J^{-1}m^{-1}s^{-1}}$. A force on B alone also drives A in the same direction, with $J_A/J_B=L_{AB}/L_{BB}=0.11$ in this estimate. The small cell makes this ratio too low; larger cells give 0.14 to 0.15.

## Where the rule fails

Suppose the rate is $w_i(1+m)$, where $m$ counts the species-3 atoms next to the exchanging pair, the pair itself excluded. The exchange leaves $m$ unchanged, so forward and reverse rates are still equal and the uniform distribution is still stationary. But $m$ differs from one neighbour to another, and no division by a constant for each species turns the drift into a bare $\sum d_x$.

For the one-vacancy ternary, replacing $w_i$ by its mean $\bar w_i$ gives $\sum_i(\Lambda_{ij}/\bar w_i)/q_j=0.973,\,0.980,\,0.973$ instead of one. A random equilibrium arrangement is therefore not sufficient: the cancellation also needs the surroundings not to favour one jump into the vacancy over another. The 2–3% deficit belongs to this small cell and this choice of rates and is no general estimate. With interactions the equilibrium weights are non-uniform as well, and in general the proof above does not apply; neither does the bound $L_{AB}\ge0$, which rests on the same cancellation, so it is not assured for real interacting alloys. One exception is a single vacancy whose jumps all carry the same factor, rate $w_i\phi(C)$, with forces entering as before. Then $p(C)\propto1/\phi(C)$ satisfies detailed balance, $\sum_iv_i/w_i=\phi\sum d_x=0$, and $p\phi$ is uniform, so the rule holds with $w_i$ replaced by $w_i\langle\phi\rangle$, the average taken over $p$.

The numerical output below gives the computed coefficients of these cells with more digits.

## Computed values

```
Ternary rates w_1 w_2 w_3: 1.00000 3.00000 0.40000 (unit w_1)
Square cell, vacancies 1, atoms (3, 3, 2), arrangements 560
  Lambda row 1: 0.28992 0.10700 0.01976 (unit w_1)
  Lambda row 2: 0.10700 0.59066 0.02845 (unit w_1)
  Lambda row 3: 0.01976 0.02845 0.08830 (unit w_1)
  sum_i Lambda_ij/w_i, driven: 0.37500 0.37500 0.25000 (no unit)
  Q_j from pair count: 0.37500 0.37500 0.25000 (no unit)
  Lambda_12 from displacements: 0.10700 (unit w_1)
  Lambda_22 from displacements: 0.59177 (unit w_1)
  Environment-dependent rates, mean w_i: 2.42857 7.28571 0.68571 (unit w_1)
  Their (sum_i Lambda_ij/mean w_i)/Q_j: 0.97297 0.97954 0.97312 (no unit)
Square cell, vacancies 2, atoms (3, 2, 2), arrangements 840
  Lambda row 1: 0.60461 0.13984 0.03951 (unit w_1)
  Lambda row 2: 0.13984 0.79977 0.03743 (unit w_1)
  Lambda row 3: 0.03951 0.03743 0.17921 (unit w_1)
  sum_i Lambda_ij/w_i, driven: 0.75000 0.50000 0.50000 (no unit)
  Q_j from pair count: 0.75000 0.50000 0.50000 (no unit)
fcc, 2 B atoms, driven Lambda AA AB BB: 1.83173 0.07213 0.40858 (unit w_A)
fcc, 2 B atoms, correlation formula AA AB BB: 1.83173 0.07213 0.40858 (unit w_A)
Example cell: 27 sites, 21 A, 5 B, 1 vacancy, 65780 arrangements
Atom fractions c_A c_B: 0.80769 0.19231 (no unit)
w_B/w_A = 0.2: f_AA f_BB f_AB(A) f_AB(B): 0.95509 0.96227 0.00898 0.18863 (no unit)
w_B/w_A = 1.0: f_AA f_BB f_AB(A) f_AB(B): 0.96569 0.85589 0.03431 0.14411 (no unit)
w_B/w_A = 5.0: f_AA f_BB f_AB(A) f_AB(B): 0.98291 0.64105 0.08546 0.07179 (no unit)
Jump length s: 0.25 nm
Temperature: 1000 K
Thermal energy kT: 1.38065e-20 J
Vacancy fraction c_v: 1.0e-06 (no unit)
Rates w_A, w_B: 1.0e+08, 5.0e+08 s^-1
Site density N: 9.0510e+28 m^-3
L_AA: 6.50549e+31 J^-1 m^-1 s^-1
L_AB: 5.65655e+30 J^-1 m^-1 s^-1
L_BB: 5.05104e+31 J^-1 m^-1 s^-1
Rule for j=A, left, right: 6.61862e+23, 6.61862e+23 J^-1 m^-1
Rule for j=B, left, right: 1.57586e+23, 1.57586e+23 J^-1 m^-1
L_AA recovered from L_AB: 6.50549e+31 J^-1 m^-1 s^-1
L_BB recovered from L_AB: 5.05104e+31 J^-1 m^-1 s^-1
Upper bound on L_AB: 1.57586e+31 J^-1 m^-1 s^-1
```
